**Direct RPA correlation energy by three routes**

The program compares the frequency integral $\frac{1}{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}[\ln(1-\chi_0v)+\chi_0v]$, the plasmon formula $\frac12\sum\Omega_n-\frac12\mathrm{Tr}A$ and the direct ring coupled-cluster energy $\frac12\mathrm{Tr}(BT)$. Here $\chi_0$ is the independent-electron response at imaginary frequency, $v$ the Coulomb interaction, $\Omega_n$ the positive RPA excitation energies and $T$ the ring amplitudes. The matrices are $A=D+K$ and $B=K$, with orbital-energy gaps $D$ and Coulomb couplings $K$ between pair densities. For water in RHF/6-31G the program asserts that the three energies agree, and that a separate integration over interaction strength and frequency gives the same value; the output shows −0.13860 hartree for each. It also asserts the determinant identity at one frequency, the equality of spin-orbital and singlet-only energies, and the second-order limit. For a two-pair model it asserts that diagonalizing the boson Hamiltonian reproduces the plasmon and ring energies, −0.07420 hartree. A second root of the amplitude equation is shown to give −1.41957 hartree, lower by exactly one excitation energy within the asserted tolerance.

## Numerical verification

```python
"""
Result under test: three forms of the direct RPA correlation energy agree,
  (1/2pi) int_0^inf dw Tr[ln(1 - chi0(iw) v) + chi0(iw) v]
    = (1/2) sum(Omega_n) - (1/2) Tr A
    = (1/2) Tr(B T),   B + A T + T A + T B T = 0  (physical root).
Symbols: D = orbital-energy gaps of the pairs i->a, K = Coulomb matrix
between pair densities (closed shell: 2(ia|jb)), A = diag(D) + K, B = K,
chi0 = response of independent electrons, v = Coulomb interaction,
Omega_n = positive RPA excitation energies, T = ring amplitudes.
All energies are in hartree.
"""
import numpy as np
from scipy.integrate import quad
from pyscf import gto, scf, mp


def rpa_solution(D, K, flipped=()):
    """Full nonsymmetric RPA problem; returns Omega and T = Y X^-1.
    Modes listed in 'flipped' are replaced by their negative partners."""
    n = len(D)
    A = np.diag(D) + K
    values, vectors = np.linalg.eig(np.block([[A, K], [-K, -A]]))
    assert np.max(np.abs(values.imag)) < 1e-7
    order = np.argsort(values.real)
    values, vectors = values.real[order], vectors.real[:, order]
    # ascending order: n negative values, then n positive values
    chosen = [n - 1 - k if k in flipped else n + k for k in range(n)]
    X, Y = vectors[:n, chosen], vectors[n:, chosen]
    return values[n:], Y @ np.linalg.inv(X)


def plasmon_energy(D, K):
    omega = rpa_solution(D, K)[0]
    return 0.5 * (omega.sum() - D.sum() - np.trace(K))


def riccati_residual(D, K, T):
    A = np.diag(D) + K
    return K + A @ T + T @ A + T @ K @ T


def iterate_ring_amplitudes(D, K):
    """Damped iteration from T = 0, without use of RPA eigenvectors."""
    T = np.zeros_like(K)
    gaps = D[:, None] + D[None, :]
    for step in range(1, 501):
        change = -riccati_residual(D, K, T) / gaps
        T = T + 0.5 * change
        if np.max(np.abs(change)) < 1e-12:
            return T, step
    raise RuntimeError("ring amplitudes did not converge")


# ---------- two-pair model: boson Hamiltonian in a number basis ----------
D2 = np.array([1.0, 2.0])
K2 = np.array([[0.5, 0.3], [0.3, 0.4]])
A2 = np.diag(D2) + K2
levels = 24
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
one = np.eye(levels)
b = [np.kron(lower, one), np.kron(one, lower)]
H = np.zeros((levels**2, levels**2))
for p in range(2):
    for q in range(2):
        H += A2[p, q] * b[p].T @ b[q]
        H += 0.5 * K2[p, q] * (b[p].T @ b[q].T + b[p] @ b[q])
boson_energy = np.linalg.eigvalsh(H)[0]
omega2, T2_modes = rpa_solution(D2, K2)
T2, _ = iterate_ring_amplitudes(D2, K2)
model_plasmon = plasmon_energy(D2, K2)
model_ring = 0.5 * np.trace(K2 @ T2)
assert abs(boson_energy - model_plasmon) < 1e-9
assert abs(boson_energy - model_ring) < 1e-9
assert np.allclose(T2, T2_modes, atol=1e-9)

# a different root of the same amplitude equation
_, T2_wrong = rpa_solution(D2, K2, flipped=(0,))
wrong_residual = np.max(np.abs(riccati_residual(D2, K2, T2_wrong)))
wrong_energy = 0.5 * np.trace(K2 @ T2_wrong)
wrong_norm = np.linalg.norm(T2_wrong, 2)
assert wrong_residual < 1e-8
assert abs(wrong_energy - (model_plasmon - omega2[0])) < 1e-8
assert wrong_norm > 1
assert np.min(np.linalg.eigvals(A2 + K2 @ T2_wrong).real) < 0

# ---------- the logarithmic frequency integral ----------
log_integral = quad(lambda w: np.log((w*w + 9.0) / (w*w + 1.0)),
                    0, np.inf, epsabs=1e-11, epsrel=1e-11)[0]
assert abs(log_integral - np.pi * (3.0 - 1.0)) < 1e-7

# ---------- water, RHF/6-31G ----------
bond, angle = 0.96, 104.5
mol = gto.M(atom=f"O; H 1 {bond}; H 1 {bond} 2 {angle}",
            basis="6-31g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
nao, nocc = mol.nao, mol.nelectron // 2
occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
nvir = vir.shape[1]
D = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
V = mol.intor("int2e").reshape(nao**2, nao**2)
pairs = np.einsum("mi,na->mnia", occ, vir).reshape(nao**2, -1)
K = 2 * pairs.T @ V @ pairs
K = 0.5 * (K + K.T)
assert D.min() > 0 and np.linalg.eigvalsh(K).min() > -1e-10


def chi0(w):
    """Spin-summed response in the space of atomic-orbital products."""
    weight = (1 / (1j*w - D) - 1 / (1j*w + D)).real
    return 2 * (pairs * weight) @ pairs.T


def frequency_grid(n):
    x, weight = np.polynomial.legendre.leggauss(n)
    scale = np.sqrt(D.min() * D.max())
    return scale * (1 + x) / (1 - x), weight * 2 * scale / (1 - x)**2


identity = np.eye(nao**2)


def log_det(w):
    sign, value = np.linalg.slogdet(identity - chi0(w) @ V)
    assert sign > 0
    return value


def frequency_energy(n):
    total = 0.0
    for w, weight in zip(*frequency_grid(n)):
        integrand = log_det(w) + np.sum(chi0(w) * V)
        assert integrand < 1e-10
        total += weight * integrand
    return total / (2 * np.pi)


grid_sizes = (4, 8, 16, 48)
integral_energies = [frequency_energy(n) for n in grid_sizes]
E_integral = integral_energies[-1]

# coupling-strength integral with the interacting response itself
x, weights = np.polynomial.legendre.leggauss(12)
E_coupling = 0.0
for w, weight in zip(*frequency_grid(32)):
    response = chi0(w)
    product = response @ V
    for lam, lam_weight in zip((x + 1) / 2, weights / 2):
        interacting = np.linalg.solve(identity - lam * product, response)
        E_coupling -= (weight * lam_weight / (2 * np.pi)
                       * np.sum(V * (interacting - response)))

omega, T_modes = rpa_solution(D, K)
E_plasmon = plasmon_energy(D, K)
T, iterations = iterate_ring_amplitudes(D, K)
E_ring = 0.5 * np.trace(K @ T)
assert abs(E_integral - E_plasmon) < 1e-8
assert abs(E_coupling - E_plasmon) < 1e-7
assert abs(E_ring - E_plasmon) < 1e-9
assert np.allclose(T, T_modes, atol=1e-8)
T_norm = np.linalg.norm(T, 2)
assert T_norm < 1

# symmetric eigenproblem and determinant identity
root_D = np.sqrt(D)
M = np.diag(D**2) + 2 * root_D[:, None] * K * root_D[None, :]
assert np.allclose(np.sqrt(np.linalg.eigvalsh(M)), omega, atol=1e-8)
w_test = 0.5
det_direct = log_det(w_test)
det_modes = np.sum(np.log(w_test**2 + omega**2) - np.log(w_test**2 + D**2))
assert abs(det_direct - det_modes) < 1e-8

# spin-orbital calculation, with singlet and triplet combinations
E_spin = plasmon_energy(np.tile(D, 2), np.kron(np.ones((2, 2)), K / 2))
assert abs(E_spin - E_plasmon) < 1e-8

# second-order limit and second-order exchange
h = 0.01
E_second = (plasmon_energy(D, h*K) + plasmon_energy(D, -h*K)) / (2*h*h)
gaps = D[:, None] + D[None, :]
E_direct = -0.5 * np.sum(K**2 / gaps)
assert abs(E_second / E_direct - 1) < 1e-3
ovov = (K / 2).reshape(nocc, nvir, nocc, nvir)
E_exchange = np.sum(ovov * ovov.transpose(0, 3, 2, 1)
                    / gaps.reshape(ovov.shape))
E_mp2 = mp.MP2(mf).kernel()[0]
assert abs(E_direct + E_exchange - E_mp2) < 1e-7

print("TWO-PAIR MODEL (energies in hartree)")
print("D:", D2, " K:", K2.tolist())
print("Omega:", np.round(omega2, 6))
print(f"Tr A: {np.trace(A2):.6f}")
print("physical T:", np.round(T2, 6).tolist())
print(f"boson diagonalization energy: {boson_energy:.8f}")
print(f"plasmon energy:               {model_plasmon:.8f}")
print(f"ring energy:                  {model_ring:.8f}")
print(f"wrong-root energy: {wrong_energy:.8f}")
print(f"norm of T, physical root: {np.linalg.norm(T2, 2):.6f}")
print(f"norm of T, wrong root:    {wrong_norm:.6f}")
print("WATER, RHF/6-31G (energies in hartree)")
print(f"O-H length: {bond} angstrom, angle: {angle} degrees")
print(f"basis functions: {nao}, occupied: {nocc}, virtual: {nvir}")
print(f"number of pairs: {len(D)}")
print(f"RHF total energy: {mf.e_tot:.8f}")
print(f"smallest and largest D: {D.min():.6f} {D.max():.6f}")
print(f"smallest and largest Omega: {omega[0]:.6f} {omega[-1]:.6f}")
print(f"sum of D:     {D.sum():.8f}")
print(f"Tr K:         {np.trace(K):.8f}")
print(f"Tr A:         {D.sum() + np.trace(K):.8f}")
print(f"sum of Omega: {omega.sum():.8f}")
print(f"ln det at w = {w_test} hartree, AO products: {det_direct:.8f}")
print(f"ln det at w = {w_test} hartree, RPA modes:   {det_modes:.8f}")
for n, energy in zip(grid_sizes, integral_energies):
    print(f"frequency integral, {n:2d} points: {energy:.10f}")
print(f"coupling and frequency integral: {E_coupling:.10f}")
print(f"plasmon formula:                 {E_plasmon:.10f}")
print(f"direct ring CCD:                 {E_ring:.10f}")
print(f"spin-orbital plasmon formula:    {E_spin:.10f}")
print(f"ring iterations: {iterations}, norm of T: {T_norm:.6f}")
print(f"second-order limit of RPA, numerical: {E_second:.8f}")
print(f"direct MP2 energy:   {E_direct:.8f}")
print(f"exchange MP2 energy: {E_exchange:.8f}")
print(f"full MP2 energy:     {E_mp2:.8f}")
print("all tests passed")
```

Output:

```
TWO-PAIR MODEL (energies in hartree)
D: [1. 2.]  K: [[0.5, 0.3], [0.3, 0.4]]
Omega: [1.345372 2.406237]
Tr A: 3.900000
physical T: [[-0.161167, -0.061602], [-0.061602, -0.077118]]
boson diagonalization energy: -0.07419580
plasmon energy:               -0.07419580
ring energy:                  -0.07419580
wrong-root energy: -1.41956754
norm of T, physical root: 0.193713
norm of T, wrong root:    7.691442
WATER, RHF/6-31G (energies in hartree)
O-H length: 0.96 angstrom, angle: 104.5 degrees
basis functions: 13, occupied: 5, virtual: 8
number of pairs: 40
RHF total energy: -75.98394030
smallest and largest D: 0.704364 22.256986
smallest and largest Omega: 0.727227 22.352950
sum of D:     230.47468149
Tr K:         3.28502681
Tr A:         233.75970829
sum of Omega: 233.48251066
ln det at w = 0.5 hartree, AO products: 2.49080926
ln det at w = 0.5 hartree, RPA modes:   2.49080926
frequency integral,  4 points: -0.1379914532
frequency integral,  8 points: -0.1386053353
frequency integral, 16 points: -0.1385988144
frequency integral, 48 points: -0.1385988143
coupling and frequency integral: -0.1385988143
plasmon formula:                 -0.1385988143
direct ring CCD:                 -0.1385988143
spin-orbital plasmon formula:    -0.1385988143
ring iterations: 33, norm of T: 0.194376
second-order limit of RPA, numerical: -0.19771454
direct MP2 energy:   -0.19770733
exchange MP2 energy: 0.06865394
full MP2 energy:     -0.12905339
all tests passed
```
